# Kawamura's optimized tetrahedron method for Brillouin-zone integration: derivation, errors and use, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

The algebra is in atomic units and holds in any consistent units; numbers are in eV and Å. A band \(\varepsilon(\mathbf k)\) is known on a regular periodic grid of \(N_k=n^3\) points, and \(h=2\pi/n\) is the grid step in the dimensionless wave vector (\(ka\) for a cubic lattice of constant \(a\)). Each grid cell is cut into six tetrahedra, \(N_T=6N_k\) in all. A tetrahedron is a path of three grid steps, one along each axis, from a cell corner \(\mathbf k_1\) through \(\mathbf k_2,\mathbf k_3\) to the opposite corner \(\mathbf k_4\); the six orders of the axes give the six tetrahedra. Corner indices are taken modulo 4.

A point is written \(\mathbf k=\sum_i x_i\mathbf k_i\) with barycentric coordinates obeying \(\sum_i x_i=1\); inside the tetrahedron all \(x_i\ge0\). The average over the tetrahedron is \(\langle\cdot\rangle\). For a multi-index, \(x^\alpha=\prod_i x_i^{\alpha_i}\), \(\alpha!=\prod_i\alpha_i!\), \(|\alpha|=\sum_i\alpha_i\).

The linear method replaces a function \(f\) inside the tetrahedron by \(\sum_i x_if(\mathbf k_i)\). Kawamura's optimized method keeps a linear function \(\sum_m x_me_m\) but takes \(e_m=\sum_{n=1}^{20}P_{mn}f_n\) from twenty points:

- points 1–4: the corners, values \(a_i\);
- points 5–16: \(2\mathbf k_i-\mathbf k_j\), values \(g_{ij}\), in three blocks \(j=i+1,\ i+2,\ i+3\), each with \(i=1,\dots,4\);
- points 17–20: \(\mathbf k_i-\mathbf k_j+\mathbf k_k\), values \(s_j\), with \((i,j,k)=(4,1,2),(1,2,3),(2,3,4),(3,4,1)\).

Each point is an integer combination of grid points with coefficients summing to one, hence a grid point. The cubic through these points is an interpolant, since twenty values fix twenty coefficients; least squares enters only in the reduction to a linear function.

## The interpolating cubic

A term of degree below three can be multiplied by powers of \(\sum_ix_i=1\), so every cubic in \(\mathbf k\) has the homogeneous form
\[
c(x)=\sum_iA_ix_i^3+\sum_{i\ne j}b_{ij}x_i^2x_j+\sum_j c_j\,x_{j-1}x_jx_{j+1},\tag{1}
\]
with \(4+12+4=20\) coefficients. At corner \(i\) only \(x_i=1\) is nonzero, so \(A_i=a_i\).

At \(2\mathbf k_i-\mathbf k_j\), \(x_i=2\) and \(x_j=-1\), so \(x_i^2x_j=-4\) and \(x_j^2x_i=2\). This point and its partner give
\[
g_{ij}=8a_i-a_j-4b_{ij}+2b_{ji},\qquad g_{ji}=8a_j-a_i-4b_{ji}+2b_{ij}.
\]
Twice the first plus the second removes \(b_{ji}\): \(2g_{ij}+g_{ji}=15a_i+6a_j-6b_{ij}\), or
\[
6b_{ij}=15a_i+6a_j-2g_{ij}-g_{ji}.\tag{2}
\]
At a face point \((x_i,x_j,x_k)=(1,-1,1)\), the monomial \(x_p^2x_q\) equals \(x_q\) and the triple product is \(-1\):
\[
s_j=a_i-a_j+a_k+(b_{ji}-b_{ij})+(b_{jk}-b_{kj})+(b_{ik}+b_{ki})-c_j .
\]
Equation (2) gives the three brackets:
\[
\begin{aligned}
6(b_{ji}-b_{ij})&=9a_j-9a_i+g_{ij}-g_{ji},\\
6(b_{jk}-b_{kj})&=9a_j-9a_k+g_{kj}-g_{jk},\\
6(b_{ik}+b_{ki})&=21a_i+21a_k-3g_{ik}-3g_{ki}.
\end{aligned}
\]
In \(6c_j\) the coefficient of \(a_i\) and of \(a_k\) is \(6-9+21=18\), and that of \(a_j\) is \(-6+18=12\):
\[
6c_j=18a_i+12a_j+18a_k+g_{ij}-g_{ji}+g_{kj}-g_{jk}-3g_{ik}-3g_{ki}-6s_j.\tag{3}
\]
Every coefficient follows uniquely from the data, so the interpolant exists and is unique. For \(f=1\), (2) and (3) give \(b=3\), \(c=6\), the coefficients of \((\sum x_i)^3\).

## Least-squares projection

The moments follow from evaluating \(\int\prod_i t_i^{\alpha_i}e^{-t_i}\,d^4t=\alpha!\) over \(t_i\ge0\) a second way. Put \(t_i=\rho x_i\) with variables \((x_1,x_2,x_3,\rho)\). Adding the first three rows of the Jacobian matrix to the fourth turns that row into \((0,0,0,1)\), so the determinant is \(\rho^3\). The \(\rho\) integral is \(\int_0^\infty\rho^{|\alpha|+3}e^{-\rho}d\rho=(|\alpha|+3)!\), which leaves \(\int x^\alpha d^3x=\alpha!/(|\alpha|+3)!\). The volume (\(\alpha=0\)) is \(1/6\), and the map from \(x\) to \(\mathbf k\) is affine, so for a tetrahedron of any shape
\[
\langle x^\alpha\rangle=\frac{6\,\alpha!}{(|\alpha|+3)!}.\tag{4}
\]
Setting to zero the derivative of \(\langle(f-\sum_mx_me_m)^2\rangle\) with respect to \(e_l\) gives the normal equations \(\sum_m\langle x_lx_m\rangle e_m=\langle x_lf\rangle\). They say that the residual is orthogonal to every linear function, constants included. By (4), \(\langle x_lx_m\rangle=(1+\delta_{lm})/20\), the matrix \((I+J)/20\) with \(J\) the matrix of ones. Since \(J^2=4J\), \((I+J)(I-J/5)=I+J-J/5-4J/5=I\), and the inverse is \(20I-4J\). With \(\sum_l\langle x_lf\rangle=\langle f\rangle\),
\[
e_m=20\langle x_mf\rangle-4\langle f\rangle.\tag{5}
\]
For \(f=x^\alpha\) of degree \(d\), multiplication by \(x_m\) multiplies \(\alpha!\) by \(\alpha_m+1\), so
\[
e_m=\frac{120\,\alpha!(\alpha_m+1)}{(d+4)!}-\frac{24\,\alpha!\,(d+4)}{(d+4)!}=\frac{24\,\alpha!\,(5\alpha_m+1-d)}{(d+4)!}.\tag{6}
\]
For \(d=1\) this is \(\alpha_m\): a linear function is its own projection. For \(d=3\) it is \(\alpha!(5\alpha_m-2)/210\). In units of \(1/210\), \(x_i^3\) (\(\alpha!=6\)) contributes \(78\) for \(m=i\) and \(-12\) otherwise; \(x_i^2x_j\) (\(\alpha!=2\)) contributes \(\beta_{ij}=16,\ 6,\ -4\) for \(m=i\), \(m=j\), neither; a triple product contributes \(\gamma=3\) if it contains \(x_m\) and \(-2\) if not.

## The matrix

Multiplying by \(6\cdot210=1260\) clears all denominators. For \(m=1\),
\[
1260\,e_1=468a_1-72(a_2+a_3+a_4)+\sum_{i\neq j}\beta_{ij}\,6b_{ij}+\sum_j\gamma_j\,6c_j,
\]
with \(\gamma=3,3,-2,3\) for the faces \((4,1,2),(1,2,3),(2,3,4),(3,4,1)\).

Corner \(a_1\) collects \(468\), then \(3\cdot16\cdot15=720\) from the \(b_{1j}\), \(3\cdot6\cdot6=108\) from the \(b_{j1}\), and \(3(12+18+18)=144\) from the faces: \(1440\) in total. Each other corner \(a_p\) collects \(-72\), \(16\cdot6=96\) from \(b_{1p}\), \(6\cdot15=90\) from \(b_{p1}\), \(2(-4)(15)=-120\) from \(b_{pq}\) and \(2(-4)(6)=-48\) from \(b_{qp}\) with \(q\ne1\), together \(-54\). The faces add \(54+36-36=54\) for \(a_2\), \(54-24+54=84\) for \(a_3\) and \(54-36+36=54\) for \(a_4\), giving \(0,\ 30,\ 0\).

By (2), \(g_{ij}\) receives \(-2\beta_{ij}-\beta_{ji}\) from the edge terms: \(-38\) for \(g_{1j}\), \(-28\) for \(g_{j1}\), \(+12\) otherwise. The face terms, \(\gamma\) times the coefficients in (3), are
\[
\begin{aligned}
(4,1,2)&:\ 3(g_{41}-g_{14}+g_{21}-g_{12})-9(g_{42}+g_{24}),\\
(1,2,3)&:\ 3(g_{12}-g_{21}+g_{32}-g_{23})-9(g_{13}+g_{31}),\\
(2,3,4)&:\ -2(g_{23}-g_{32}+g_{43}-g_{34})+6(g_{24}+g_{42}),\\
(3,4,1)&:\ 3(g_{34}-g_{43}+g_{14}-g_{41})-9(g_{31}+g_{13}).
\end{aligned}
\]
For \(g_{12},g_{21},g_{14},g_{41}\) they cancel, leaving \(-38,-28,-38,-28\). The others are \(g_{23}:12-3-2=7\); \(g_{34}:12+2+3=17\); \(g_{32}:12+3+2=17\); \(g_{43}:12-2-3=7\); \(g_{13}:-38-18=-56\); \(g_{31}:-28-18=-46\); \(g_{24},g_{42}:12-9+6=9\). The face values carry \(-6\gamma_j=-18,-18,12,-18\).

The relabelling \(i\to i+1\) maps every block of four points onto itself, so each further row is the previous one with every block shifted one place to the right. With \(1260P=(P_1|P_2|P_3|P_4|P_5)\),
\[
P_1=\begin{pmatrix}1440&0&30&0\\0&1440&0&30\\30&0&1440&0\\0&30&0&1440\end{pmatrix},\quad
P_2=\begin{pmatrix}-38&7&17&-28\\-28&-38&7&17\\17&-28&-38&7\\7&17&-28&-38\end{pmatrix},
\]
\[
P_3=\begin{pmatrix}-56&9&-46&9\\9&-56&9&-46\\-46&9&-56&9\\9&-46&9&-56\end{pmatrix},\quad
P_4=\begin{pmatrix}-38&-28&17&7\\7&-38&-28&17\\17&7&-38&-28\\-28&17&7&-38\end{pmatrix},
\]
\[
P_5=\begin{pmatrix}-18&-18&12&-18\\-18&-18&-18&12\\12&-18&-18&-18\\-18&12&-18&-18\end{pmatrix}.
\]
Row and column sums of the blocks are \(1470,-42,-84,-42,-42\), which add to \(1260\), so each row of \(P\) sums to one. The numerical check reproduces \(P\) exactly from a Cartesian Vandermonde system with symbolic integrals.

The corner and edge points are symmetric under all 24 corner permutations. The face points are not: each has \(-1\) at corner \(j\) and \(+1\) at its neighbours on the cycle 1–2–3–4–1, so only the 8 rotations and reflections of that cycle preserve the stencil. The matrix therefore belongs to a definite corner order.

## What the shift does

Take a quadratic band with Hessian \(H\), and let \(q_{ij}=\mathbf d_{ij}\cdot H\mathbf d_{ij}\) with \(\mathbf d_{ij}=\mathbf k_i-\mathbf k_j\). Expanding \(q_{ij}\) and using \(\sum x_i=1\) gives \(\sum_{i<j}x_ix_jq_{ij}=\sum_ix_i\,\mathbf k_i\cdot H\mathbf k_i-\mathbf k\cdot H\mathbf k\). Half of this is the linear interpolant of \(\tfrac12\mathbf k\cdot H\mathbf k\) minus the function, and linear terms interpolate exactly, so
\[
\varepsilon=\sum_ix_i\varepsilon_i-\tfrac12\sum_{i<j}x_ix_jq_{ij}.\tag{7}
\]
Linear interpolation lies above a convex band, on average by \(\sum_{i<j}q_{ij}/40\) since \(\langle x_ix_j\rangle=1/20\). The cubic is exact here, and (6) with \(d=2\) assigns \((5\alpha_m-1)/30\) to \(x_ix_j\):
\[
e_m=\varepsilon_m-\frac1{60}\sum_{i<j}\big(5[m\in\{i,j\}]-1\big)q_{ij},\tag{8}
\]
where the bracket is 1 if true and 0 if false. Averaging \(5[\cdot]-1\) over \(m\) gives \((4+4-1-1)/4=3/2\), so the mean shift is \(-\sum q_{ij}/40\) and cancels the bias exactly.

For \(H\) diagonal in the grid axes (derivatives taken with respect to the dimensionless wave vector), let \(H_1,H_2,H_3\) be its elements along the first, second and third step. The first step lies in edges 12, 13, 14, the second in 13, 14, 23, 24, the third in 14, 24, 34. For \(m=1\) the weights are \(4+4+4\), \(4+4-1-1\) and \(4-1-1\):
\[
e_1=\varepsilon_1-h^2(12H_1+6H_2+2H_3)/60.\tag{9}
\]
The same grid point thus has different effective energies in different tetrahedra, and the piecewise linear band is discontinuous across faces by \(O(h^2)\). The edge counts \(3,4,3\) average to \(10/3\) per axis over the six tetrahedra, so the cell-averaged bias of the linear method is \((10/3)h^2\,\mathrm{tr}H/40=h^2\,\mathrm{tr}H/12\).

## Order of the error

Assume four bounded derivatives of \(\varepsilon\) over the stencil. Let \(L\) be the projection of the cubic \(c\), and \(\rho=c-L\). The interpolation reproduces the cubic Taylor polynomial and its coefficients in barycentric form do not depend on \(h\), so \(\varepsilon-c=O(h^4)\); in the same way the projection reproduces the linear Taylor polynomial, so \(\rho=O(h^2)\). For a smooth \(g\),
\[
g(\varepsilon)-g(L)=g'(L)(\varepsilon-c)+g'(L)\rho+O\big((\varepsilon-L)^2\big).
\]
The first and last terms are \(O(h^4)\). In the middle term, \(g'(L)=\ell+O(h^2)\) with \(\ell\) linear in \(\mathbf k\), and \(\langle\ell\rho\rangle=0\) by the normal equations, which leaves \(O(h^2)\cdot O(h^2)\). The zone average of \(g(\varepsilon)\) has error \(O(h^4)\). With plain corners the residual has the nonzero mean found from (7), and the error is \(O(h^2)\).

A sharp Fermi surface allows only weaker bounds. Assume \(\nabla\varepsilon\neq0\) on it. For \(\Omega(\mu)\), the zone average of \(g=(\varepsilon-\mu)\theta(\mu-\varepsilon)\), the function \(g\) is linear in tetrahedra away from the surface, where \(\langle\rho\rangle=0\) leaves \(O(h^4)\). A fraction \(O(h)\) of the tetrahedra is near the surface, and there \(|g(\varepsilon)-g(L)|\le|\varepsilon-L|=O(h^2)\). The error of \(\Omega\) is therefore bounded by \(O(h^3)\). Because \(\Omega'=-N(\mu)\) and \(N\) does not decrease, \(\Omega\) is concave and the band energy at filling \(N\) is \(E=\max_\mu[\Omega+\mu N]\); two maxima differ by at most the largest difference of the functions, so \(E\) inherits the bound. For \(N(\mu)\) the misassigned states lie in the shell \(|\varepsilon-\mu|\le O(h^2)\), so \(N\), and \(\mu\) where the density of states is finite and nonzero, are bounded only by \(O(h^2)\).

## Occupation weights

In one tetrahedron, with \(e=\sum x_ie_i\) sorted as \(e_1\le\dots\le e_4\), define \(w_i=\langle x_i\theta(\mu-e)\rangle\). A linear function averages over a sub-tetrahedron to the mean of its vertex values, so a sub-tetrahedron of volume fraction \(v\) contributes \((v/4)\sum_{\rm vertices}x_i\), and \(v\) is the absolute determinant of the vertices' barycentric coordinates. The surface \(e=\mu\) cuts edge \(ij\) at \(p_{ij}\), with \(x_j=r_{ji}=(\mu-e_i)/(e_j-e_i)\) and \(x_i=1-r_{ji}\).

For \(e_1<\mu\le e_2\) the occupied part has vertices \(\mathbf k_1,p_{12},p_{13},p_{14}\). With \(C=r_{21}r_{31}r_{41}/4\), \(w_j=Cr_{j1}\) and \(w_1=C[1+\sum_j(1-r_{j1})]=C(4-\sum_jr_{j1})\).

For \(e_2<\mu\le e_3\) it is a prism with end triangles \((\mathbf k_1,p_{13},p_{14})\) and \((\mathbf k_2,p_{23},p_{24})\), cut into \((\mathbf k_1,\mathbf k_2,p_{13},p_{14})\), \((\mathbf k_2,p_{13},p_{14},p_{23})\) and \((\mathbf k_2,p_{14},p_{23},p_{24})\). The determinants give \(4C_1=r_{31}r_{41}\), \(4C_2=(1-r_{31})r_{41}r_{32}\), \(4C_3=(1-r_{41})r_{32}r_{42}\), and summing vertex coordinates,
\[
\begin{aligned}
w_1&=C_1+(C_1+C_2)(1-r_{31})+(C_1+C_2+C_3)(1-r_{41}),\\
w_2&=C_1+C_2+C_3+(C_2+C_3)(1-r_{32})+C_3(1-r_{42}),\\
w_3&=(C_1+C_2)r_{31}+(C_2+C_3)r_{32},\\
w_4&=(C_1+C_2+C_3)r_{41}+C_3r_{42}.
\end{aligned}
\]
For \(e_3<\mu<e_4\) the empty corner at \(\mathbf k_4\) is subtracted from the full value \(1/4\): with \(u_i=(e_4-\mu)/(e_4-e_i)\) and \(C=u_1u_2u_3/4\), \(w_i=\tfrac14-Cu_i\) and \(w_4=\tfrac14-C(4-\sum_iu_i)\). In each range the denominators are positive and the ratios lie in \([0,1]\), so degenerate corners need no special treatment.

This part has derived the matrix \(P\), the shift it gives the corner energies, the orders and bounds of the error, and the occupation weights within one tetrahedron. What remains is to assemble these into grid weights, test the method on a simple-cubic band, and give guidance on settings.
